# Scattering time and charge-to-spin conversion in d-wave altermagnets

## What goes wrong without the scaling

Suppose a film of a d-wave altermagnet converts charge current to spin current with a certain ratio, and the growth is then improved until the resistivity drops tenfold. If the spin-splitter conductivity is known to grow with scattering time, it is tempting to expect a tenfold better ratio. That expectation is wrong: if scattering becomes weaker without changing its character, the charge conductivity grows by the same factor and the splitter ratio stays where it was. The opposite error is to carry over experience with the intrinsic spin Hall effect and expect the ratio to fall as the film gets cleaner.

Let $\tau$ be the scattering time, $\sigma_c$ the charge conductivity, $\sigma_{SS}$ the spin-splitter conductivity and $\sigma_{SH}$ the intrinsic spin Hall conductivity. For weak disorder and conserved spin,

$$\sigma_c\propto\tau,\qquad \sigma_{SS}\propto\tau,\qquad \sigma_{SH}\propto\tau^0 .$$

The ratios $\theta_{SS}=\sigma_{SS}/\sigma_c$ and $\theta_{SH}=\sigma_{SH}/\sigma_c$ therefore behave as $\tau^0$ and $1/\tau$. Cleaner samples favor the splitter in a relative sense: it keeps its ratio while the intrinsic spin Hall effect loses its own.

## A model that contains both effects

Take a square lattice with two magnetic sublattices A and B, and let the spin component along the Néel vector be conserved, $s=\pm1$. With wave vectors in units of the inverse lattice constant,

$$H_s=\varepsilon_0+\mathbf d_s\cdot\boldsymbol\eta,\qquad \varepsilon_0=-(t_a+t_b)(\cos k_x+\cos k_y),$$

where $\boldsymbol\eta$ are Pauli matrices acting on the sublattice, and

$$d_x=-4t\cos\tfrac{k_x}{2}\cos\tfrac{k_y}{2},\qquad d_y=4s\lambda\sin\tfrac{k_x}{2}\sin\tfrac{k_y}{2},$$
$$d_z=-(t_a-t_b)(\cos k_x-\cos k_y)+sJ .$$

Here $t$ is the hopping between sublattices and $\lambda$ the spin-orbit hopping. Sublattice A has hopping $t_a$ along $x$ and $t_b$ along $y$, and B has them interchanged. The staggered exchange energy is $J$. The bands are $\varepsilon_\pm=\varepsilon_0\pm|\mathbf d|$, with direct gap $\Delta=2|\mathbf d|$.

Interchange $k_x$ and $k_y$ and reverse $s$. Then $(d_x,d_y,d_z)\to(d_x,-d_y,-d_z)$, so $|\mathbf d|$ and both energies are unchanged. The spin-down Fermi surface is thus the spin-up one with $x$ and $y$ exchanged, and the diagonal conductivities obey

$$\sigma^\downarrow_{xx}=\sigma^\uparrow_{yy},\qquad \sigma^\downarrow_{yy}=\sigma^\uparrow_{xx}. \tag{1}$$

Spin current is measured here as $j^\uparrow-j^\downarrow$ in charge-current units, so $\sigma^s=\sigma^\uparrow-\sigma^\downarrow$. The magnitude of the angular-momentum current follows on multiplying by $\hbar/2e$.

Send charge along $[110]$, $\mathbf x'=(1,1)/\sqrt2$, and collect spin along $\mathbf y'=(-1,1)/\sqrt2$. Writing out $\sum_{ij}y'_i\sigma^s_{ij}x'_j$ gives

$$\sigma^s_{y'x'}=\underbrace{\tfrac12(\sigma^s_{yy}-\sigma^s_{xx})}_{\sigma_{SS}}+\underbrace{\tfrac12(\sigma^s_{yx}-\sigma^s_{xy})}_{\sigma_{SH}} .$$

With (1), $\sigma^s_{yy}=\sigma^\uparrow_{yy}-\sigma^\uparrow_{xx}=-\sigma^s_{xx}$. Hence

$$\sigma_{SS}=\sigma^\uparrow_{yy}-\sigma^\uparrow_{xx},\qquad \sigma_c=\sigma^\uparrow_{yy}+\sigma^\uparrow_{xx}. \tag{2}$$

The splitter is the anisotropy of ordinary conduction within one spin species. It needs both $t_a\neq t_b$ and a staggered exchange $J\neq0$, but no spin-orbit coupling.

## Why one current accumulates and the other does not

Follow the electrons from their last collision, which is assumed to leave them in equilibrium. The electron charge is $-e$, so $\hbar\dot{\mathbf k}=-e\mathbf E$. In this section $\partial_j$ is the derivative with respect to the dimensional wave vector, and repeated $j$ is summed. For each spin the density matrix $\rho(\mathbf k,t)$ obeys

$$\hbar\,\partial_t\rho=eE_j\partial_j\rho-i[H,\rho]. \tag{3}$$

Write $\rho=F_0+\mathbf F\cdot\boldsymbol\eta$. In equilibrium $\mathbf F=\Phi\hat{\mathbf d}$ with $\Phi=(f_+-f_-)/2$, where $f_\pm$ are the Fermi functions of the two bands. To first order in the field, $\rho$ in the drive term is replaced by its equilibrium value, and

$$\partial_j(\Phi\hat{\mathbf d})=\hat{\mathbf d}\,\partial_j\Phi+\Phi\,\mathbf u_j,\qquad \mathbf u_j=\partial_j\hat{\mathbf d}.$$

The first term changes band occupations. The second, perpendicular to $\hat{\mathbf d}$ because $\hat{\mathbf d}$ has fixed length, mixes the bands.

**Occupations.** The commutator does not act on them, so (3) gives $\hbar\,\partial_t\delta f_n=eE_j\partial_jf_n$. With $\partial_jf_n=\hbar v_{n,j}f_n'$, where the prime is an energy derivative,

$$\delta f_n(t)=e\,t\,E_jv_{n,j}f_n' .$$

The Fermi sea keeps moving, and its current grows in proportion to the free time $t$.

**Band mixing.** Since $[\mathbf d\cdot\boldsymbol\eta,\mathbf F\cdot\boldsymbol\eta]=2i(\mathbf d\times\mathbf F)\cdot\boldsymbol\eta$, the perpendicular part obeys

$$\hbar\,\partial_t\delta\mathbf F_\perp=\Delta\,\hat{\mathbf d}\times\delta\mathbf F_\perp+eE_j\Phi\,\mathbf u_j .$$

Starting from zero, its solution is

$$\delta\mathbf F_\perp=\frac{eE_j\Phi}{\Delta}\left[\sin\frac{\Delta t}{\hbar}\,\mathbf u_j+\left(1-\cos\frac{\Delta t}{\hbar}\right)\hat{\mathbf d}\times\mathbf u_j\right]. \tag{4}$$

To verify it, use $\hat{\mathbf d}\times(\hat{\mathbf d}\times\mathbf u_j)=-\mathbf u_j$. Apart from the common factor $eE_j\Phi$, both sides of the equation of motion become $\cos(\Delta t/\hbar)\,\mathbf u_j+\sin(\Delta t/\hbar)\,\hat{\mathbf d}\times\mathbf u_j$.

This is the physical difference. The field drives both responses steadily, but the gap makes the interband response precess. It circles a fixed tilt of order $eE|\mathbf u_j|/\Delta$ instead of growing. Different wave vectors precess at different rates, so the oscillations dephase and the mean tilt remains.

The model shows this directly. At a thermal energy of 0.06 eV, with each current averaged over a window of ±20% in time, the splitter response is 3687, 7375 and 14752 S/cm at free times of 5, 10 and 20 fs. It doubles with each doubling of time. The windowed spin Hall response is 6.6, 7.1 and 7.2 S/cm; the first value moves to 6.7 with finer time sampling. These means hide the precession, which dies out only gradually: within the three windows the instantaneous value ranges over about 0.2–12.4, 3.6–10.5 and 6.4–8.1 S/cm.

## From free flight to conductivity

If collisions occur at rate $1/\tau$, the time since the last one has probability density $e^{-t/\tau}/\tau$. With $\gamma=\hbar/\tau$, the averages needed are

$$\langle t\rangle=\tau,\qquad \left\langle\sin\frac{\Delta t}{\hbar}\right\rangle=\frac{\gamma\Delta}{\Delta^2+\gamma^2},\qquad \left\langle1-\cos\frac{\Delta t}{\hbar}\right\rangle=\frac{\Delta^2}{\Delta^2+\gamma^2}.$$

The intraband current $-e\sum_nv_{n,i}\,\delta f_n$ gives, for each spin,

$$\sigma^{\rm intra}_{ij}=e^2\tau\int\!\frac{d^2k}{(2\pi)^2}\sum_n(-f_n')\,v_{n,i}v_{n,j}. \tag{5}$$

For the interband current, the velocity operator is $\partial_iH/\hbar$. Its trace with $\delta\mathbf F_\perp\cdot\boldsymbol\eta$ is $(2/\hbar)\,\delta\mathbf F_\perp\cdot\partial_i\mathbf d$. The perpendicular part of $\partial_i\mathbf d$ is $|\mathbf d|\mathbf u_i=\Delta\mathbf u_i/2$, so the trace equals $(\Delta/\hbar)\,\delta\mathbf F_\perp\cdot\mathbf u_i$. Multiplying by $-e$ and using $-\Phi=(f_--f_+)/2$,

$$\sigma^{\rm inter}_{ij}=\frac{e^2}{\hbar}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_--f_+}{2}\;\frac{\gamma\Delta\,\mathbf u_i\cdot\mathbf u_j+\Delta^2\,\mathbf u_i\cdot(\hat{\mathbf d}\times\mathbf u_j)}{\Delta^2+\gamma^2}. \tag{6}$$

The first numerator is symmetric in $i,j$. It is a small correction to ordinary conduction and vanishes as $1/\tau$ for $\gamma\ll\Delta$. The second is antisymmetric. For $ij=yx$ its vector factor is $W=\hat{\mathbf d}\cdot(\mathbf u_x\times\mathbf u_y)$, and for $\gamma\ll\Delta$

$$\sigma^{\rm inter}_{yx}\to\frac{e^2}{\hbar}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_--f_+}{2}\,W, \tag{7}$$

with no scattering time left. This is the Berry-curvature form of the intrinsic Hall response for one spin.

The two spins combine as follows. The exchange of $k_x,k_y$ with reversal of $s$ rotates $\mathbf d$ by $\pi$ about its $x$ axis, which preserves the triple product. It also interchanges $\mathbf u_x$ and $\mathbf u_y$, which reverses its sign. The Hall conductivities of the two spins are therefore opposite: the charge Hall effect vanishes and the spin Hall effect is twice (7). If $\lambda=0$, $\mathbf d$ lies in a plane, $W=0$, and the intrinsic spin Hall effect disappears.

As a test, equation (3) was integrated in time for both spins at a thermal energy of 0.06 eV, and the result was averaged over collision times. For $\tau=1.65$ and 3.29 fs the splitter conductivities were 1208.0 and 2424.5 S/cm, and the spin Hall values 6.969 and 7.128 S/cm. Equations (5) and (6) give the same printed digits.

## How large: a layered metal at room temperature

Choose a lattice constant of 0.4 nm, a layer spacing of 0.7 nm, $t_a=0.25$ eV, $t_b=0.10$ eV, $t=0.15$ eV, $\lambda=0.02$ eV and $J=0.8$ eV, with the Fermi level at $-0.8$ eV. The spin splitting of the lower band at the zone-boundary point $(\pi,0)$ is 0.60 eV, and the smallest direct gap is 1.0 eV. At 300 K:

| $\tau$ (fs) | $\sigma_c$ (S/cm) | $\sigma_{SS}$ (S/cm) | $\sigma_{SH}$ (S/cm) |
|---:|---:|---:|---:|
| 10 | 9699 | 7600 | 7.47 |
| 30 | 29093 | 22802 | 7.48 |
| 100 | 96974 | 76007 | 7.48 |

At 10 fs,

$$\theta_{SS}=\frac{7600}{9699}=0.784,\qquad \theta_{SH}=\frac{7.47}{9699}=7.7\times10^{-4}.$$

At 100 fs the first is still 0.784, while the second has dropped to $7.7\times10^{-5}$. Their quotient rises from about 1000 to about 10000, entirely because the denominator falls.

The high splitter ratio reflects strongly anisotropic conduction. From (2), $\sigma^\uparrow_{yy}/\sigma^\uparrow_{xx}=(1+\theta_{SS})/(1-\theta_{SS})\approx8$.

What a device gains depends on what is held fixed. At a charge current density of 10 MA/cm², the splitter current is 7.84 MA/cm² at both 10 and 100 fs. The intrinsic spin Hall current falls from 0.0077 to 0.00077 MA/cm². At fixed electric field, the splitter current instead grows tenfold and the spin Hall current stays constant. At fixed charge current the Joule heat per volume, $j^2/\sigma_c$, falls tenfold. These statements assume that both spins feel the same field, so that the transverse spin current flows freely. If it is blocked at the edges of a strip narrower than the spin relaxation length, each spin builds its own transverse field and the conductivity along $[110]$ drops to $\sigma_c(1-\theta_{SS}^2)$, about 3700 instead of 9700 S/cm at 10 fs; it still scales as $\tau$. The benefit of a cleaner altermagnet is thus less heat for the same spin current, not a larger conversion ratio.

Several corrections are small here. The interband part changes $\sigma_{SS}$ by about 0.01% at 10 fs. Cooling to 30 K at fixed $\tau$ moves $\theta_{SS}$ from 0.784 to 0.785. At 10 MA/cm² and 30 fs the field is 344 V/cm, and it shifts the Fermi sea by $6\times10^{-4}$ of an inverse lattice constant, so linear response is adequate. Removing spin-orbit coupling changes $\sigma_{SS}$ by about 0.1%.

## What disorder changes

A single $\tau$ is a strong assumption in an altermagnet, because each spin favors one sublattice. Consider weak, random on-site scatterers, equally common on A and B. The damping on a site is proportional to the scatterer density and to the local density of states for that spin. In the example, spin-up damping is about 35 times stronger on B than on A.

Every damping rate is still proportional to scatterer density, so halving the density doubles both $\sigma_c$ and $\sigma_{SS}$ to leading order. Scattering back into the current-carrying distribution cancels for these scatterers: $H(-\mathbf k)=H(\mathbf k)$ makes the velocity odd in $\mathbf k$, while the on-site scattering weights are even. A zero-temperature Green-function calculation with the unequal dampings gives $\theta_{SS}=0.786$, close to the single-$\tau$ result.

The spin Hall effect is less forgiving. Unequal damping mixes the bands at a rate proportional to disorder, and this acts on a displaced Fermi sea proportional to $\tau$. Conversely, the band mixing caused by the field alters the scattering by an amount proportional to disorder, and the resulting change of occupations builds up for a time $\tau$. Both products are of order $\tau^0$. In the same calculation their sum is $-7.2$ S/cm, and $-7.1$ S/cm at doubled disorder. It nearly cancels the intrinsic $+7.5$ S/cm. These two values still drift with disorder and approach about $-7.3$ S/cm for weak disorder, which leaves a remainder of about 0.2 S/cm within this approximation. The calculation also leaves out interference between pairs of scatterers, which can contribute at the same order $\tau^0$, so the remainder is not the total spin Hall conductivity. The scaling survives, but the intrinsic value alone cannot be taken as the total. No general rule of cancellation is implied.

Scatterers of longer range can also deflect opposite spins to opposite sides. If this skew scattering is a fixed fraction of ordinary scattering, it adds a term $\alpha\sigma_c$ with constant $\alpha$. Writing $\sigma_0$ for the total $\tau^0$ part,

$$\theta_{SH}^{\rm total}=\alpha+\frac{\sigma_0}{\sigma_c},\qquad \frac{\theta_{SS}}{\theta_{SH}^{\rm total}}\to\frac{\theta_{SS}}{\alpha}\quad(\sigma_c\to\infty).$$

The relative advantage of the splitter then approaches a constant. If $\alpha$ and $\sigma_0$ have opposite signs, the total spin Hall ratio passes through zero on the way. The claim that the advantage keeps growing with $\tau$ concerns the intrinsic spin Hall effect, or samples in which $\alpha\sigma_c$ is negligible beside $\sigma_0$.

## What to do in a device

First, control the domains. Reversing the Néel vector changes $J$ to $-J$. This interchanges the energy bands of the two spins, so $\sigma_{SS}$ changes sign. It also reflects $d_y$, which supplies a second sign in $W$, so $\sigma_{SH}$ does not change. If a fraction $p$ of the volume has one orientation, and the domains are much larger than both the mean free path and the spin relaxation length, so that both spins feel the same field, the average splitter conductivity is $(2p-1)\sigma_{SS}$. With $p=0.75$, the example's ratio falls from 0.78 to 0.39; with $p=0.5$ it vanishes. Better crystal purity does not repair this loss. If spin survives across many domains, spin accumulation at the walls changes the intermediate values.

Second, choose the current direction. For current at angle $\varphi$ from $[100]$, the projection used above gives

$$\sigma^s_\perp(\varphi)=\sigma_{SS}\sin2\varphi+\sigma_{SH}.$$

In this model the transverse splitter current is largest along $[110]$ and zero along $[100]$. Turning the current by 90° reverses the splitter part and leaves the spin Hall part, so half the difference and half the sum of two such measurements separate them. This requires the same domain state and contact efficiency in both.

Third, compare samples at a stated fixed quantity. A plot of $\sigma_{SS}$ against $\sigma_c$, with temperature, domain state and Fermi level held fixed, should be a straight line through the origin whose slope is $\theta_{SS}$. A change of slope points to a change in one of those settings, in the anisotropy of scattering or in spin relaxation, not to a longer $\tau$ alone.

The parameters are illustrative and do not reproduce the band structure of a particular material. The ratio 0.78 belongs to the model and is far above the rough value of 0.1 associated with heavy-metal spin Hall layers. The spin Hall conductivity near 7 S/cm is very small beside the rough thousand S/cm of platinum, so the quotient of 1000 must not be read as an advantage over platinum. A scattering time of 100 fs is long for a metal at room temperature and more plausible when cold. The tabulated values also assume a single domain; the effect of mixed domains is given above.

Spin-flip coupling is left out of the model. About 12% of the thermally weighted Fermi surface has a spin splitting below 0.08 eV, the largest value of the spin-orbit term used here. A spin-flip term of that size would strongly mix spins there; its effect on $\theta_{SS}$ was not calculated. The model also has no transport between layers, so delivering spin to a magnet stacked on top needs a suitable film orientation and a transmitting interface, neither of which is included in the 0.78.

The scaling itself erodes as $\hbar/\tau$ grows toward the direct gap. The separation between accumulating and precessing motion is then lost, and level broadening, which the collision-time model omits, acts earlier and more strongly: with uniform broadening $\theta_{SS}$ is about 0.77, 0.74 and 0.65 at $\hbar/\tau=0.3$, 0.5 and 1 eV, whereas (5) and (6) give 0.78, 0.77 and 0.74. At 10 fs, $\hbar/\tau=0.066$ eV against a smallest gap of 1.0 eV, so the example is well inside the valid range. It also fails when the channel length, or the film thickness crossed by the spin current, is below the mean free path, where a local conductivity no longer describes transport. In the example that path is about 3 nm at 10 fs and 33 nm at 100 fs, so the last row of the table does not apply to very thin films. The individual conductivities and corrections are collected in the numerical output below.

## Computed values

```
lattice constant 0.4 nm, layer spacing 0.7 nm
same-sublattice hoppings 0.25, 0.1 eV
inter-sublattice hopping 0.15 eV
spin-orbit hopping 0.02 eV, exchange J 0.8 eV
Fermi level -0.8 eV, kT at 300 K 0.0259 eV
lower-band spin splitting at X 0.600 eV
smallest direct gap 1.000 eV
Free-flight response, kT = 0.06 eV, window +-20% of t, S/cm:
 t=5 fs: splitter 3687, spin Hall 6.61
 t=10 fs: splitter 7375, spin Hall 7.08
 t=20 fs: splitter 14752, spin Hall 7.22
Collision average, evolution vs formula, S/cm:
 tau=1.65 fs: splitter 1208.0 vs 1208.0
   spin Hall 6.969 vs 6.969
 tau=3.29 fs: splitter 2424.5 vs 2424.5
   spin Hall 7.128 vs 7.128
Example at 300 K, charge current density 10 MA/cm2:
 tau=10 fs, hbar/tau=0.0658 eV
   charge 9699 S/cm, resistivity 103.1 uOhm cm
   splitter 7600 S/cm, spin Hall 7.47 S/cm
   ratios: splitter 0.7836, spin Hall 7.705e-04
   splitter/spin Hall 1017
   spin currents 7.836 and 0.00771 MA/cm2
 tau=30 fs, hbar/tau=0.0219 eV
   charge 29093 S/cm, resistivity 34.4 uOhm cm
   splitter 22802 S/cm, spin Hall 7.48 S/cm
   ratios: splitter 0.7838, spin Hall 2.571e-04
   splitter/spin Hall 3049
   spin currents 7.838 and 0.00257 MA/cm2
 tau=100 fs, hbar/tau=0.0066 eV
   charge 96974 S/cm, resistivity 10.3 uOhm cm
   splitter 76007 S/cm, spin Hall 7.48 S/cm
   ratios: splitter 0.7838, spin Hall 7.713e-05
   splitter/spin Hall 10162
   spin currents 7.838 and 0.00077 MA/cm2
Neglected or small effects:
 interband share of splitter, 10 fs -1.36e-04
 splitter ratio at 30 K 0.7854
 spin Hall at 30 K 7.53 S/cm
 site-resolved disorder: splitter ratio 0.7855
 site damping ratio, sublattice B/A 34.79
 extrinsic tau^0 spin Hall -7.19 S/cm
   same at doubled disorder -7.07 S/cm
 field at 10 MA/cm2, 30 fs 344 V/cm
 Fermi-sea shift times a 6.27e-04
 Fermi-surface share with splitting < 0.08 eV 0.120
 no spin-orbit: splitter changes by 1.25e-03
```
